# Injected charge in a trap-free space-charge-limited diode

## Problem

A planar semiconductor layer of thickness $L$ and permittivity $\varepsilon$ lies between two electrodes. Holes enter at $x=0$ and are collected at $x=L$. The layer has no traps and no fixed charge, only holes carry current, and their mobility $\mu$ is constant. Diffusion and any built-in voltage are neglected. The injecting contact supplies as many holes as the layer can carry, so the steady field there is zero. A constant voltage $V>0$ is applied.

Let $C_0=\varepsilon/L$ be the geometrical capacitance per unit area, and $Q$ the injected hole charge per unit area.

(a) Show that $Q=\tfrac32 C_0V$.

(b) Relate the factor $3/2$ to the position of the charge, and recover it from the current and the transit time.

(c) Find the low-frequency and high-frequency capacitance measured at the terminals. Explain why the former differs from $dQ/dV$.

(d) Find how $Q$ changes if the contact supply is limited, so that the contact field is $E_0>0$.

(e) Evaluate the charge for $L=300$ nm, relative permittivity 3, $\mu=5\times10^{-7}$ cm²/Vs and $V=3$ V. Estimate how the main neglected effects alter it.

## Solution

### (a) Field and stored charge

Take the field $E$ and current density $J$ positive from the injector to the collector. With hole charge density $\rho(x)$, drift transport and Gauss's law read

$$
J=\rho\mu E,\qquad \varepsilon\frac{dE}{dx}=\rho .
$$

In steady state no charge accumulates, so $J$ is independent of $x$. Substituting the second equation into the first gives

$$
J=\varepsilon\mu E\frac{dE}{dx}
=\frac{\varepsilon\mu}{2}\frac{d(E^2)}{dx}.
$$

Integrate from the contact, where $E(0)=0$, to $x$:

$$
E^2(x)=\frac{2Jx}{\varepsilon\mu},\qquad
E(x)=\sqrt{\frac{2Jx}{\varepsilon\mu}} .
$$

The positive root is required because holes drift towards the collector. The voltage is the integral of the field:

$$
V=\int_0^L E\,dx
=\sqrt{\frac{2J}{\varepsilon\mu}}\;\frac23L^{3/2}
=\frac23L\,E(L).
$$

Thus $E(L)=3V/(2L)$. Gauss's law integrated over the layer now gives

$$
Q=\int_0^L\rho\,dx
=\varepsilon[E(L)-E(0)]
=\varepsilon\frac{3V}{2L}
=\frac32C_0V .
$$

The mobility has dropped out. It sets how fast the charge moves, while the shape $E\propto\sqrt{x}$ fixes the ratio of collector field to mean field.

The density is $\rho=\varepsilon\,dE/dx\propto x^{-1/2}$, which diverges at the injector. Its integral is finite, and so is the current: the product of diverging density and vanishing field stays constant. The divergence does show that drift alone cannot describe the immediate neighbourhood of a real contact.

### (b) Why the factor exceeds one

Since $E(0)=0$, the field at $x$ comes from the charge between the injector and $x$:

$$
E(x)=\frac1\varepsilon\int_0^x\rho(x')\,dx'.
$$

Insert this in the voltage and exchange the order of integration. A charge element at $x'$ contributes to the field at all $x>x'$, over a distance $L-x'$, so

$$
V=\frac1\varepsilon\int_0^L(L-x')\rho(x')\,dx'
=\frac{Q(L-\bar x)}{\varepsilon},
\qquad
\bar x=\frac1Q\int_0^Lx\rho\,dx .
$$

Therefore, for any charge distribution with zero field at the injector,

$$
Q=\frac{C_0V}{1-\bar x/L}.
$$

Charge held entirely at the injector would have $\bar x=0$ and give $Q=C_0V$, as on a capacitor plate. Here $\rho\propto x^{-1/2}$, and

$$
\frac{\bar x}{L}
=\frac{\int_0^Lx^{1/2}dx}{L\int_0^Lx^{-1/2}dx}
=\frac{(2/3)L^{3/2}}{2L^{3/2}}
=\frac13 .
$$

The factor is $1/(1-1/3)=3/2$. Charge spread into the layer acts across a shorter distance, so more of it is needed to support the same voltage.

For the second route, put $E(L)=3V/(2L)$ into $E^2(L)=2JL/(\varepsilon\mu)$:

$$
J=\frac{\varepsilon\mu}{2L}\frac{9V^2}{4L^2}
=\frac98\varepsilon\mu\frac{V^2}{L^3}.
$$

The field can be written $E=(3V/2L)\sqrt{x/L}$, so the transit time is

$$
\tau=\int_0^L\frac{dx}{\mu E}
=\frac{2L^{3/2}}{3\mu V}\int_0^Lx^{-1/2}dx
=\frac{4L^2}{3\mu V}.
$$

In steady state the stored charge is the charge that enters during one transit:

$$
Q=J\tau=\frac98\cdot\frac43\,\frac{\varepsilon V}{L}=\frac32C_0V .
$$

These relations were tested by following discrete charge sheets, each carrying $0.004\,C_0V$, as they drifted in their own field at fixed voltage. A sheet was released whenever the contact field rose to the value that one sheet could cancel. After the initial transient, the mean stored charge was $1.498\,C_0V$ and the centroid $0.334L$. The current was $1.124\,\varepsilon\mu V^2/L^3$ and the transit time $1.332\,L^2/(\mu V)$. The derived values are 1.5, 0.333, 1.125 and 1.333 in the same units.

### (c) Capacitance at the terminals

For a varying voltage the total current, conduction plus displacement, is uniform in $x$:

$$
J_{\rm tot}(t)=\frac{\varepsilon\mu}{2}\frac{\partial(E^2)}{\partial x}
+\varepsilon\frac{\partial E}{\partial t}.
$$

Add to the steady field $E_s=a\sqrt{x}$, with $a=3V/(2L^{3/2})$, a small part $e(x)\exp(i\omega t)$. Let $j$ and $v$ be the amplitudes of current and voltage. Keeping first-order terms gives

$$
j=\varepsilon\mu\frac{d(E_se)}{dx}+i\omega\varepsilon e,
\qquad e(0)=0 .
$$

The boundary condition says that the contact still holds its field at zero. At low frequency write $e=e_0+i\omega e_1$. The terms without $\omega$ give

$$
E_se_0=\frac{jx}{\varepsilon\mu},\qquad
e_0=\frac{j\sqrt{x}}{\varepsilon\mu a}.
$$

The terms linear in $\omega$ give $\mu\,d(E_se_1)/dx=-e_0$. Integrating and dividing by $E_s$,

$$
E_se_1=-\frac{2jx^{3/2}}{3\varepsilon\mu^2a},\qquad
e_1=-\frac{2jx}{3\varepsilon\mu^2a^2}.
$$

Integrate $e$ over the layer and insert $a$:

$$
v=j\left[\frac{2L^{3/2}}{3\varepsilon\mu a}
-\frac{i\omega L^2}{3\varepsilon\mu^2a^2}\right]
=jR\left[1-i\omega\frac{L^2}{3\mu V}\right],
\qquad R=\frac{4L^3}{9\varepsilon\mu V}.
$$

To first order in $\omega$ the admittance is

$$
\frac jv=\frac1R+i\omega\frac{L^2}{3\mu VR}
=\frac{9\varepsilon\mu V}{4L^3}+i\omega\,\frac34C_0 .
$$

The low-frequency capacitance is therefore $\tfrac34C_0$. The real part equals $dJ/dV=2J/V$, as it must.

The stored charge nevertheless changes by $\varepsilon e(L)=\tfrac32C_0v$ at leading order. Charge conservation shows where this comes from. At the injector $e(0)=0$, so there is no displacement current and the whole terminal current enters as holes. Its part in quadrature with the voltage is $i\omega\tfrac34C_0v$. The stored charge must grow at the rate $i\omega\tfrac32C_0v$, so the conduction current leaving at the collector has the quadrature part

$$
i\omega\left(\tfrac34-\tfrac32\right)C_0v=-i\omega\,\tfrac34C_0v .
$$

Half of the change in stored charge is supplied by extra injection and half by delayed extraction. The terminal capacitance registers the first half.

When $\omega\gg\mu V/L^2$, displacement current dominates through most of the layer. Then $e\simeq j/(i\omega\varepsilon)$, $v\simeq jL/(i\omega\varepsilon)$, and the capacitance tends to $C_0$. Numerical integration of the linearized equation gave $0.7500\,C_0$ at $\omega=0.01\,\mu V/L^2$ and $1.0000\,C_0$ at $\omega=300\,\mu V/L^2$.

### (d) Limited contact supply

If the contact can provide only a finite hole density $p_0$, drift requires a contact field $E_0=J/(q\mu p_0)$, where $q$ is the elementary charge. The relation $J\,dx=\varepsilon\mu E\,dE$ still holds. With $E_L=E(L)$ it gives

$$
L=\frac{\varepsilon\mu}{2J}(E_L^2-E_0^2),\qquad
V=\int E\,dx=\frac{\varepsilon\mu}{3J}(E_L^3-E_0^3).
$$

The injected charge is $Q=\varepsilon(E_L-E_0)$. Dividing by $C_0V=\varepsilon V/L$ and setting $r=E_0/E_L$,

$$
\frac{Q}{C_0V}
=\frac32\frac{(1-r)(1-r^2)}{1-r^3}
=\frac32\frac{1-r^2}{1+r+r^2},
$$

where $1-r^3=(1-r)(1+r+r^2)$ was used. For small $r$ the factor is $\tfrac32(1-r)$ to first order, and it returns to $3/2$ as $r\to0$. For $r\to1$ the field is uniform and the injected charge is negligible beside $C_0V$: the contact, not space charge, then limits the current. A contact field of one tenth of the collector field already lowers the factor to $1.5\times0.99/1.11=1.34$.

### (e) A polymer hole-only diode

The given values are rough typical ones for a film of a poly(phenylene vinylene) near room temperature. The mobility of such films varies strongly with side groups and preparation, but it does not enter $Q$ in the ideal model. The capacitance is

$$
C_0=\frac{3\times8.854\times10^{-12}\ \mathrm{F/m}}{300\times10^{-9}\ \mathrm m}
=8.854\ \mathrm{nF/cm^2}.
$$

Hence $C_0V=26.56$ nC/cm² and

$$
Q=1.5\times26.56=39.8\ \mathrm{nC/cm^2}=0.0398\ \mathrm{\mu C/cm^2}.
$$

This is $2.49\times10^{11}$ holes per cm², or a mean density of $8.3\times10^{15}$ cm⁻³. The mean field is 0.100 MV/cm and the collector field 0.150 MV/cm. The transit time is

$$
\tau=\frac43\,\frac{(3\times10^{-5}\ \mathrm{cm})^2}
{(5\times10^{-7}\ \mathrm{cm^2/Vs})(3\ \mathrm V)}=0.80\ \mathrm{ms}.
$$

With $J=0.0498$ mA/cm², the product $J\tau$ is again 39.8 nC/cm².

The corrections below are taken one at a time, with $L$ and the applied voltage $V$ fixed, except that the diffusion result also includes a small built-in voltage, as noted there. They are not independent and should not simply be added.

**Field-dependent mobility.** In disordered polymers the mobility often rises with field, approximately as $\mu=\mu_0\exp(\gamma\sqrt E)$. Now $J\,dx=\varepsilon\mu(E)E\,dE$, so the collector field follows from

$$
\frac VL=\frac{\int_0^{E_L}\mu(E)E^2\,dE}{\int_0^{E_L}\mu(E)E\,dE}.
$$

A rising mobility gives high fields more weight. The mean field moves closer to $E_L$, and the factor $E_LL/V$ falls. For a rough value $\gamma=5\times10^{-4}$ (m/V)$^{1/2}$, the mobility at 0.150 MV/cm is 6.9 times its zero-field value, yet the charge factor falls only to 1.37. The charge becomes about 36.5 nC/cm², some 8% below the ideal result.

**Density-dependent mobility and traps.** Suppose $J=K\rho^mE$ with constant $K$ and $m$. Then $\rho\propto E^{-1/m}$, and Gauss's law gives $dx\propto E^{1/m}dE$. Hence

$$
\frac VL=\frac{\int_0^{E_L}E^{1+1/m}dE}{\int_0^{E_L}E^{1/m}dE}
=E_L\frac{1+1/m}{2+1/m},\qquad
\frac{Q}{C_0V}=\frac{2m+1}{m+1}.
$$

A mobility proportional to $\rho^{0.3}$ means $m=1.3$ and gives $3.6/2.3=1.57$. The same formula covers traps that hold nearly all the charge when the free density varies as the $m$th power of the trapped density; $Q$ is then the total charge. If instead a constant fraction of the holes is free, $m=1$: the effective mobility falls, but the total charge remains $\tfrac32C_0V$.

**Background doping.** Ionized acceptors of density $N$ add a negative fixed charge, so $\varepsilon\,dE/dx=J/(\mu E)-qN$. For $N=10^{15}$ cm⁻³ the numerical solution gives a net charge of $1.47\,C_0V$. The acceptors amount to $3.0\times10^{10}$ cm⁻², which is $0.18\,C_0V$ on the scale where $2.49\times10^{11}$ cm⁻² is $1.5\,C_0V$. The total hole charge is therefore about $1.65\,C_0V$, including the holes that neutralize the acceptors.

**Diffusion.** At 295 K, $kT/q=25.4$ mV, or 0.0085 of the applied voltage. The correction is much larger than this ratio suggests. With diffusion,

$$
J=\mu\left(\rho E-\frac{kT}{q}\frac{d\rho}{dx}\right),
$$

holes accumulate beside the injector and the field there is negative. It passes through zero at a virtual contact inside the layer. By Gauss's law, the charge between that plane and the collector is $\varepsilon E(L)$.

For a contact density of $10^{18}$ cm⁻³, and a collector density equal to its local drift value $J/[q\mu E(L)]$, the virtual contact lies 15.6 nm from the injector. The charge beyond it is $1.59\,C_0V$. This is about 6% above the ideal value. Because the densities at the two ends differ, a built-in voltage of about 0.14 V opposes the applied 3 V, and the field integrates to only 2.86 V. If that integral is held at 3 V instead, the charge is $1.66\,C_0V$, about 11% above the ideal value. This value hardly changes when the collector density is lowered, but the value at fixed applied voltage does, through the built-in voltage: it falls to $1.54\,C_0V$ for $10^{14}$ cm⁻³ at the collector and to $1.42\,C_0V$ for $10^{10}$ cm⁻³.

The contact layer holds a further $1.67\,C_0V$. Its size can be estimated by neglecting $J$ there. Using $\rho=\varepsilon\,dE/dx$,

$$
\varepsilon E\frac{dE}{dx}\simeq\frac{kT}{q}\frac{d\rho}{dx}
\quad\Longrightarrow\quad
|E(0)|\simeq\sqrt{\frac{2kTp_0}{\varepsilon}},
$$

if the density at the virtual contact is neglected beside $p_0$. This amounts to $1.75\,C_0V$ here, near the computed value. The estimate does not depend on $V$ because it neglects $J$. In the full solution the layer charge falls slowly as the voltage rises, from 44.3 nC/cm² at 3 V to 41.5 nC/cm² at 6 V. It is balanced by charge on the injecting electrode. All holes between the electrodes together make about $3.26\,C_0V$. For a collector that accumulates few holes, the $3/2$ law must therefore be compared with the charge beyond the virtual contact, not with a count of every hole in the device. If the collector also holds a high density, its own contact layer must be left out as well: with $10^{18}$ cm⁻³ at both contacts, the charge beyond the virtual contact rises to $2.41\,C_0V$, of which $1.61\,C_0V$ lies before the density minimum near the collector.

The drift limit was tested by lowering $kT/(qV)$ while holding the contact density fixed in units of $\varepsilon V/(qL^2)$. For $kT/(qV)=10^{-2}$, $10^{-3}$ and $10^{-4}$, the factor for the charge beyond the virtual contact was 1.602, 1.527 and 1.506, the last within 0.5% of $3/2$.

**Built-in voltage and other limits.** Within the drift model, a built-in voltage $V_{\rm bi}$ opposing injection replaces $V$ by $V-V_{\rm bi}$. An assumed 0.2 V lowers the charge by 6.7%, to 37.2 nC/cm². The collector field is 6.7 times below a rough breakdown field of 1 MV/cm. With an assumed $10^{21}$ sites per cm³, the contact occupation is $10^{-3}$, so site filling is weak if the site energies are equal; energetic disorder can make its effects appear sooner.

For these parameters, the ideal 39.8 nC/cm² is thus a good estimate of the drifting space charge, with individual corrections between about 2% and 11% for the cases above. The upper end of this range is the diffusion case with the field integral, not the applied voltage, held at 3 V, and it depends on the assumed contact density: with $10^{19}$ cm⁻³ at the injector and the field integral held at 3 V, the diffusion correction is about 14%, or about 7% at an applied 3 V. Trap-dominated transport can also exceed the range: $m=3$ gives a factor $7/4$, about 17% above the ideal value. Holes accumulated in layers at the contacts are not included and can outnumber the drifting ones; at that higher density the injector layer alone holds about $5.5\,C_0V$.

## Table of computed values

```
INPUTS (rough typical values)
thickness = 300 nm
voltage = 3.0 V
relative permittivity = 3.0
mobility = 5.0e-07 cm2/Vs
temperature = 295 K
IDEAL DIODE
geometrical capacitance = 8.854 nF/cm2
C0 times V = 26.56 nC/cm2
injected charge = 39.84 nC/cm2
injected charge = 0.03984 uC/cm2
carriers per area = 2.487e+11 cm^-2
mean field = 0.100 MV/cm
collector field = 0.150 MV/cm
current density = 0.0498 mA/cm2
transit time = 0.800 ms
mean density = 8.290e+15 cm^-3
x=30 nm: E=0.0474 MV/cm, p=1.311e+16 cm^-3
x=150 nm: E=0.1061 MV/cm, p=5.862e+15 cm^-3
x=300 nm: E=0.1500 MV/cm, p=4.145e+15 cm^-3
CHARGE-SHEET SIMULATION (scaled units)
stored charge / C0V = 1.4979
centroid / L = 0.3337
current = 1.1240
transit time = 1.3319
largest field-profile error = 0.0014
SMALL-SIGNAL RESPONSE (scaled units)
low-frequency conductance = 2.2500
low-frequency C/C0 = 0.7500
high-frequency C/C0 = 1.0000
NEGLECTED EFFECTS, ONE AT A TIME
field coefficient gamma = 5.0e-04 (m/V)^0.5
mobility rise at ideal E(L) = 6.93 times
factor with field-dependent mobility = 1.3729
density power m = 1.3
factor with density-dependent transport = 1.5652
background acceptors = 1.0e+15 cm^-3
net-charge factor with background = 1.4708
thermal voltage = 25.42 mV
kT/qV = 0.00847
contact density = 1.0e+18 cm^-3
collector-charge factor with diffusion = 1.5933
extra contact-layer charge / C0V = 1.6696
virtual-contact position = 15.57 nm
diffusion test: kT/qV=1e-02, factor=1.6018
diffusion test: kT/qV=1e-03, factor=1.5273
diffusion test: kT/qV=1e-04, factor=1.5063
assumed built-in voltage = 0.2 V
charge reduction from it = 6.67 percent
assumed site density = 1.0e+21 cm^-3
contact site occupation = 1.0e-03
rough breakdown field = 1.0 MV/cm
breakdown / collector field = 6.67
```
